\section*{Why a larger LCAO basis lowers bands, and what truncation breaks}

\section{Definitions and conventions}

Consider one electron in a fixed periodic potential, in atomic units, with $\hat H=-\tfrac12\nabla^2+V$. At a fixed wavevector $k$, $\hat H$ acts on Bloch functions, with the inner product taken over one unit cell. It is assumed Hermitian and bounded below, with discrete levels $E_1\le E_2\le\dots$ whose eigenfunctions form a complete set. These are the true bands at $k$, numbered by energy and not by orbital character.

Each localized orbital $\chi_\mu$ gives a Bloch sum $\Phi_\mu(r)=\sum_R e^{ikR}\chi_\mu(r-R)$. The cell integral of $\Phi_\mu^*\Phi_\nu$ contains a double sum over lattice vectors $R'$ and $R'+R$. The sum over $R'$ unfolds the cell integral into one over all space, which leaves
\begin{equation}
S_{\mu\nu}(k)=\sum_R e^{ikR}\langle\chi_{\mu 0}|\chi_{\nu R}\rangle,\qquad
H_{\mu\nu}(k)=\sum_R e^{ikR}\langle\chi_{\mu 0}|\hat H|\chi_{\nu R}\rangle .
\end{equation}
The $N$ Bloch sums are linearly independent and span a space $V_N$. The LCAO levels $\varepsilon_1^{(N)}\le\dots\le\varepsilon_N^{(N)}$ are the roots of $Hc=\varepsilon Sc$. Enlarging the basis means adding orbitals while keeping the old ones, so that $V_N\subset V_{N+1}$.

\section{What happens with exact matrices}

For fixed $\hat H$ and exact matrix elements,
\begin{equation}
E_n\le\varepsilon_n^{(N+1)}\le\varepsilon_n^{(N)}\le\varepsilon_{n+1}^{(N+1)},\qquad n\le N. \label{eq:main}
\end{equation}
Each ordered level falls or stays when an orbital is added, and it never passes below the true level with the same number.

The reason is that a coefficient vector $c$ stands for an actual, in general complex-valued, function $\psi=\sum_\mu c_\mu\Phi_\mu$, whose mean energy is
\begin{equation}
\rho(c)=\frac{c^\dagger Hc}{c^\dagger Sc}=\frac{\langle\psi|\hat H|\psi\rangle}{\langle\psi|\psi\rangle},\qquad c^\dagger Sc>0 .
\end{equation}
Since $S$ is positive definite, $S^{-1/2}HS^{-1/2}$ exists and is Hermitian. Its eigenvectors supply solutions $\psi_i$ that are orthonormal and span $V_N$. For $\psi=\sum_i a_i\psi_i$ the quotient is the weighted mean $\rho=\sum_i\varepsilon_i|a_i|^2/\sum_i|a_i|^2$. From this follows the min-max rule
\begin{equation}
\varepsilon_n^{(N)}=\min_{\substack{W\subset V_N\\ \dim W=n}}\ \max_{\psi\in W}\rho . \label{eq:minmax}
\end{equation}
The choice $W=\mathrm{span}(\psi_1,\dots,\psi_n)$ gives the maximum $\varepsilon_n$. No other $W$ does better. The dimensions of $W$ and of $\mathrm{span}(\psi_n,\dots,\psi_N)$ add up to $n+(N-n+1)=N+1>N$, so the two share a nonzero vector, and for that vector $\rho\ge\varepsilon_n$.

The three inequalities now follow.
\begin{itemize}
\item \emph{Lowering.} Every $n$-dimensional subspace of $V_N$ is also a subspace of $V_{N+1}$. A minimum over more candidates cannot be higher.
\item \emph{Floor.} Orthogonality to the first $n-1$ true eigenfunctions imposes $n-1$ linear conditions. An $n$-dimensional $W$ therefore contains a nonzero function that satisfies them all. Its expansion holds only levels $E_i\ge E_n$, so the maximum over $W$ is at least $E_n$.
\item \emph{Upper side.} The lowest $n+1$ solutions in $V_{N+1}$ span a space that meets $V_N$ in at least $n$ dimensions. On this intersection $\rho\le\varepsilon_{n+1}^{(N+1)}$, so \eqref{eq:minmax} gives $\varepsilon_n^{(N)}\le\varepsilon_{n+1}^{(N+1)}$.
\end{itemize}

A level stays in place when the new Bloch sum $\Phi$ does not couple to it. If $\langle\Phi|\hat H-\varepsilon_n|\psi_n\rangle=0$, the old vector padded with a zero still solves the enlarged problem. Its number can change, however, if a new level appears beneath it.

Two limits of the theorem matter in practice. A gap is a difference of two upper bounds, so its error has no fixed sign. In a self-consistent calculation the potential changes with the basis. Two bases then belong to two different operators, and \eqref{eq:main} does not compare their bands.

\section{Why truncation removes the floor}

Let the lattice sums be cut at some range, so that $H_T=H+\delta H$ and $S_T=S+\delta S$, where $\delta H$ and $\delta S$ are minus the omitted terms. The quotient $c^\dagger H_Tc/c^\dagger S_Tc$ is no longer the mean energy of $\psi$, and the floor argument has nothing to act on.

An upper bound on the lowest truncated level follows from the lowest exact-matrix solution $c$, normalized to $c^\dagger Sc=1$, so that $c^\dagger Hc=\varepsilon_1$. Write $\delta h=c^\dagger\delta H\,c$ and $\delta s=c^\dagger\delta S\,c$. If $S_T$ is positive definite, the lowest truncated level $\varepsilon_{T1}$ is the minimum of the truncated quotient, and therefore
\begin{equation}
\varepsilon_{T1}\le\frac{\varepsilon_1+\delta h}{1+\delta s}
=\varepsilon_1+\frac{\varepsilon_1+\delta h-\varepsilon_1(1+\delta s)}{1+\delta s}
=\varepsilon_1+\frac{\Delta}{1+\delta s},\qquad \Delta=\delta h-\varepsilon_1\delta s. \label{eq:bound}
\end{equation}
Nothing fixes the sign of $\Delta$. For one $s$ orbital per cell on a chain of period $a$, with second-neighbour elements $h_2$ and $s_2$, dropping the second neighbours contributes $-2\cos(2ka)\,(h_2-\varepsilon_1s_2)|c|^2$. The phase factor alone takes both signs across the zone.

When $S_T$ is positive definite and $\Delta<0$, the lowest truncated level is certain to lie below $E_1$ once $|\Delta|/(1+\delta s)$ exceeds the basis error $\varepsilon_1-E_1$. With an indefinite $S_T$ this conclusion can fail. A better basis shrinks that margin but does not by itself shrink the truncation error. Truncation thus removes the guarantee; whether a given level violates the bound depends on the numbers.

Near linear dependence can amplify the damage. Let $\lambda$ be the smallest eigenvalue of $S$. From $1=c^\dagger Sc\ge\lambda\,c^\dagger c$ it follows that $|\Delta|\le\|\delta H-\varepsilon_1\delta S\|/\lambda$, with the spectral norm. This is a worst case, not an estimate.

\section{When the lowering itself survives}

The proof of lowering used Hermitian matrices, a positive overlap and nested spaces, but not the origin of the matrix elements. If enlargement leaves the old truncated block unchanged and the larger $S_T$ is still positive definite, the truncated levels also fall or stay. They no longer have the true bands as a floor.

An exact $S(k)$ is positive because it is a matrix of inner products. A truncated lattice sum need not be. One normalized orbital with nearest-neighbour overlap $s_1$ has $S_T=1+2s_1\cos ka$, which is negative at $k=\pi/a$ if $s_1>\tfrac12$.

The consequence can be worked out for the step from one orbital to two. All matrix elements in this derivation are truncated ones. Let $S_{11}>0$, $\varepsilon_{\rm old}=H_{11}/S_{11}$, $v=H_{12}-\varepsilon_{\rm old}S_{12}$ and $A=H_{22}-\varepsilon_{\rm old}S_{22}$. With $x=\varepsilon_{\rm old}-\varepsilon$, the matrix $H_T-\varepsilon S_T$ has the entries $xS_{11}$, $v+xS_{12}$ and $A+xS_{22}$. Its determinant must vanish:
\begin{align}
0&=xS_{11}(A+xS_{22})-(v+xS_{12})(v^*+xS_{12}^*)\nonumber\\
&=x^2\det S_T+xP-|v|^2,\qquad P=S_{11}A-2\,\mathrm{Re}(v^*S_{12}). \label{eq:quad}
\end{align}
The product of the two roots is
\begin{equation}
(\varepsilon_{\rm old}-\varepsilon_a)(\varepsilon_{\rm old}-\varepsilon_b)=-\frac{|v|^2}{\det S_T}. \label{eq:product}
\end{equation}
Take $v\ne0$. For $\det S_T>0$ the product is negative, so the new levels lie on opposite sides of the old one and the lowest level falls. For $\det S_T=-d<0$, \eqref{eq:quad} becomes $x^2-(P/d)x+|v|^2/d=0$, with three main outcomes:
\begin{itemize}
\item $P>2|v|\sqrt d$: both new levels lie below the old one.
\item $P<-2|v|\sqrt d$: both lie above it, so the lowest band rises.
\item $|P|<2|v|\sqrt d$: the levels form a complex-conjugate pair.
\end{itemize}
As $\det S_T$ passes through zero, \eqref{eq:quad} loses its leading term and one root goes to infinity as $x\simeq-P/\det S_T$. If $P>0$ there, this level leaves towards $+\infty$ and returns from $-\infty$ as a spurious deep band.

\section{How large: a model crystal}

The example is a one-dimensional model with round parameters. It does not represent a material, and it leaves out electron interaction, self-consistency and the other two dimensions. The period is $a=3$~\AA{} and $V(x)=-1\,\mathrm{eV}-(10\,\mathrm{eV})\cos(2\pi x/a)$, with $\hbar^2/2m=3.81$~eV\,\AA$^2$. The orbitals are $s$ Gaussians $e^{-\alpha x^2}$ with $\alpha=0.9$, $0.2$ and $2.0$~\AA$^{-2}$, then a $p$ Gaussian $xe^{-\alpha x^2}$ with $\alpha=0.6$~\AA$^{-2}$, added in that order. Each orbital is normalized to unity, and the values of $\det S$ quoted below refer to this normalization. The true levels are converged plane-wave results for the same potential.

\subsection{Exact matrices}

At $k=\pi/2a$ the ordered levels in eV are:
\begin{center}
\begin{tabular}{lrrrr}
 & 1 & 2 & 3 & 4\\
$N=1$ & $-3.0087$ & & & \\
$N=2$ & $-3.0479$ & $12.92$ & & \\
$N=3$ & $-3.1094$ & $12.57$ & $36.30$ & \\
$N=4$ & $-3.1139$ & $10.05$ & $26.07$ & $55.39$\\
true & $-3.1140$ & $9.94$ & $25.71$ & $50.45$
\end{tabular}
\end{center}
The first three columns fall towards their true values, and the single entry in the fourth lies above its own. The levels also interlace: the $N=3$ value $12.57$ lies between the $N=4$ values $10.05$ and $26.07$.

At $k=0$ the $p$ Bloch sum is odd and does not couple to the even states. Adding it leaves the lowest level at $-3.6336$~eV. The second ordered level drops from $17.84$ to $15.63$~eV because the odd state enters there, and the old state at $17.84$~eV becomes the third.

\subsection{Truncation with a positive overlap}

Keep only nearest neighbours in both matrices, at $k=\pi/2a$. The lowest level for $N=1,2,3$ is $-3.0087$, $-3.0605$ and $-3.1365$~eV. The first two values respect the floor at $-3.1140$~eV and the third does not. (The second level breaks its own floor already at $N=2$, with $9.28$~eV against the true $9.94$~eV.) For $N=3$, \eqref{eq:bound} has $\Delta=-0.0249$~eV and $1+\delta s=1.0044$, so
\begin{equation}
\varepsilon_{T1}\le-3.1094-\frac{0.0249}{1.0044}\approx-3.134\ \mathrm{eV},
\end{equation}
which already lies below the true level. The remaining 2~meV come from the readjustment of the coefficients. The violation is 22.6~meV ($8.3\times10^{-4}$ hartree), about five times the 4.6~meV basis error of the exact $N=3$ calculation.

With second neighbours included, the error returns to $+4.6$~meV, and a third shell changes nothing. That stability is partly an accident of $k$. By inversion symmetry, $s$--$s$ elements at distance $na$ enter with the factor $2\cos(n\pi/2)$, which vanishes for odd $n$. For these $s$ orbitals the nearest-neighbour cut is therefore the same as an on-site cut at this $k$, and the violation comes from the missing second neighbours. Convergence with range at this one $k$ likewise says nothing about the third neighbours.

If basis and range grow together, the order of the levels can reverse. Going from $N=3$ with nearest neighbours to $N=4$ with full range raises the lowest level by 22.6~meV, although the second result is the better one.

Cutting only $H$ to nearest neighbours, with the full $S$, gives $-3.0087$, $-3.0676$, $-3.1556$ and $-3.1835$~eV for $N=1$ to $4$. The overlap is exact and positive, so the level keeps sinking. It ends 70~meV below the true band. This number depends on the energy zero: a constant $w$ added to $V$ before the cut adds $w$ times the nearest-neighbour overlap to $H_T$, while the eigenproblem uses the full $S$. Relative to the shifted true level, the $N=4$ error is $-7.2$~eV for $w=-5$~eV, $-13$~meV for $w=5$~eV and $+0.4$~meV for $w=10$~eV.

At $k=0$, keeping the full $H$ but only the on-site block of $S$ puts the lowest level below the true one, slightly for one orbital and by more than 1 eV for three. For $N=1$ to $4$ the lowest levels are $-3.70$, $-4.37$, $-5.08$ and $-5.08$~eV, against a true value of $-3.63$~eV. The on-site block is a matrix of inner products of independent orbitals, so it is positive and the lowering survives. For $N=3$, $\delta s=0.8643-1=-0.1357$ and $\delta h=0$, hence
\begin{equation}
\Delta=-\varepsilon_1\delta s=-(-3.6336)(-0.1357)\approx-0.493\ \mathrm{eV}.
\end{equation}
By \eqref{eq:bound} the level must fall by at least $0.493/0.8643\approx0.57$~eV. It actually falls by 1.45~eV, because the coefficients readjust to the truncated matrices. This $\Delta$ is proportional to $\varepsilon_1$, so it depends on the choice of energy zero.

\subsection{Truncation with an indefinite overlap}

With the first two $s$ orbitals, the nearest-neighbour overlap becomes indefinite at $k\approx0.845\,\pi/a$ and is still so at the zone edge. There, $\det S$ is $0.0018$ when exact and $-0.0458$ when cut. The exact matrices take the lowest level from $-2.3986$ to $-2.4630$~eV, above the true $-2.4657$~eV. Truncation gives three different outcomes.

\emph{Both matrices cut.} The new levels are $-7.3633$ and $-2.4555$~eV, both below the old one. The product in \eqref{eq:product} is $4.9647\times0.0569\approx0.28$~eV$^2$, positive as required for a negative determinant. The deep level lies 4.9~eV below the true band, and its vector has $c^\dagger S_Tc<0$, which no function can have. The level near the true band is now numbered second.

\emph{Only $S$ cut.} The new levels are $-2.3224$ and $-1.5191$~eV, both above the old one. Adding an orbital has raised the lowest band by 76~meV.

\emph{Only $S$ cut, all energies raised by 1~eV.} The roots are $-1.44\pm0.28i$~eV, so there is no real band.

The last two cases describe the same crystal with a different energy zero. A shift $w$ replaces the exact $H$ by $H+wS$, and
\begin{equation}
H+wS-\varepsilon S_T=H-(\varepsilon-w)S_T-w\,\delta S .
\end{equation}
The last term changes the problem unless $\delta S=0$. If both matrices are cut at the same range, the shift adds $wS_T$ instead, and every root moves by $w$.

\section{What to do about it}

\begin{itemize}
\item \textbf{Converge the range first, at fixed basis.} Use several values of $k$, so that no shell is hidden by its phase factor. Continue until the change is small compared with the basis error of interest. Repeat this after adding a diffuse orbital, whose matrix elements reach further.
\item \textbf{Cut $H$ and $S$ at the same range.} This removes the dependence on the energy zero but does not restore the floor. An inconsistent cut can be detected by shifting the zero before the matrices are cut and looking, at several values of $k$, for anything other than a rigid shift of the bands.
\item \textbf{Monitor the smallest eigenvalue of $S_T(k)$ over the whole zone.} A negative value invalidates the spectrum at that $k$, even if some roots look reasonable. A small positive value warns of possible amplification.
\item \textbf{Treat near linear dependence with the exact $S$.} Discarding nearly dependent combinations restricts the trial space, so with exact matrices the floor remains. Lowering between two bases is then guaranteed only if the retained spaces are nested. Deleting the negative directions of a truncated $S_T$ does not restore the guarantee of a floor, because the remaining elements are still inexact.
\item \textbf{Do not rank truncated calculations by how low their bands lie.} When the matrices are exact and $\hat H$ is fixed, a lower level is a closer upper bound to the true level with the same number, although other levels may be worse in that basis. After truncation it may be the error itself.
\end{itemize}

The same reasoning covers fitted orthogonal tight-binding models. There $S=1$ is positive, so adding an orbital while keeping the old parameters still lowers the ordered levels or leaves them in place. The fitted parameters are not known to be matrix elements of the true $\hat H$, so the result need not be an upper bound to the true bands.

\section*{Table of computed values}
\begin{verbatim}
lattice constant 3.0 angstrom; cosine amplitude 10.0 eV
mean potential -1.0 eV; hbar^2/2m = 3.8100 eV angstrom^2
orbital exponents (1/angstrom^2): [('s', 0.9), ('s', 0.2), ('s', 2.0), ('p', 0.6)]
k = pi/2a = 0.5236 1/angstrom; k = pi/a = 1.0472 1/angstrom
Exact matrices at k = pi/2a, ordered levels (eV):
  N=1: [-3.0087]
  N=2: [-3.0479 12.9223]
  N=3: [-3.1094 12.5703 36.3032]
  N=4: [-3.1139 10.0463 26.0687 55.3869]
  true levels: [-3.114   9.9358 25.7089 50.4495]
  smallest eigenvalue of exact S, N=4: 0.00209
k = 0, exact matrices, levels N=3 (eV): [-3.6336 17.8435 66.0703]
k = 0, exact matrices, levels N=4 (eV): [-3.6336 15.6328 17.8435 66.0703]
on-site S, full H, k=0: true lowest level -3.6336 eV
  cut lowest level for N=1,2,..(eV): [-3.7024 -4.3652 -5.0815 -5.0815]
  N=3: exact-matrix level -3.6336 eV, numerator -0.4931 eV, norm 0.8643,
       quotient bound -4.2042 eV, cut level -5.0815 eV
nearest-neighbour H, full S, k=pi/2a: true lowest level -3.1140 eV
  cut lowest level for N=1,2,..(eV): [-3.0087 -3.0676 -3.1556 -3.1835]
  N=3: exact-matrix level -3.1094 eV, numerator -0.0386 eV, norm 1.0000,
       quotient bound -3.1480 eV, cut level -3.1556 eV
both nearest-neighbour, k=pi/2a: true lowest level -3.1140 eV
  cut lowest level for N=1,2,..(eV): [-3.0087 -3.0605 -3.1365]
  N=3: exact-matrix level -3.1094 eV, numerator -0.0249 eV, norm 1.0044,
       quotient bound -3.1341 eV, cut level -3.1365 eV
k=pi/2a, N=3, cut minus true level for reach 1,2,3,4 (meV): [-22.563   4.58    4.58    4.579]
  reach 1 violation: -0.02256 eV = -0.000829 hartree
  rise from N=3 reach 1 to N=4 full range: 0.0226 eV
N=2, nearest-neighbour S indefinite from k = 0.845 pi/a to 1.000 pi/a
k=pi/a: det S exact 0.001763, cut -0.045757
  exact matrices N=1, N=2 (eV): [-2.3986] [-2.463  37.1716]
  true lowest level -2.4657 eV
  both cut: N=1 -2.3986 eV; N=2 (eV): [-7.3633 -2.4555]
  both cut: c^dagger S c of the two unit vectors: [-0.037   0.5403]
  only S cut: N=1 -2.3986 eV; N=2 (eV): [-2.3224 -1.5191]
  only S cut: rise of lowest level 0.0762 eV
  only S cut, energies raised by 1.0 eV, N=2 roots (eV): [-1.4402-0.2785j -1.4402+0.2785j]
\end{verbatim}
